# Shot-Noise Variance after Gaussian Smoothing and Its Averaging Area

Before a resist-noise calculation can be given a blur width, one has to decide which physical blurs belong in it. Electron scatter, acid diffusion and the readout spot all soften an image, and it is tempting to add their squared widths and use the total to reduce the noise. The theorem below gives the noise reduction for blur that spreads each contribution over an area. Proposition 1 shows that a random displacement of discrete particles, each counted only at its final position, acts differently: with one particle per event it leaves the noise unchanged, and with several it reduces only the part of the noise that comes from particles sharing an event. The choice changes the predicted concentration noise and the predicted jitter of an image edge.

## Setting and assumptions

Let $\mathbf r$ be a position in the plane of a film. Events, such as photon absorptions, occur at random points $\mathbf r_i$ with mean number $n$ per unit area. The assumptions are:

1. Counts in disjoint regions are independent, and the count in a region of area $a$ is Poisson distributed with mean $na$.
2. Each event is replaced by the same smooth contribution, and contributions add linearly.
3. The contribution is the Gaussian
$$G_\sigma(\mathbf r)=\frac{1}{2\pi\sigma^2}\,e^{-r^2/2\sigma^2},\qquad \int G_\sigma\,d^2r=1,$$
where $\sigma$ is the standard deviation along one axis.
4. The exposed field extends many $\sigma$ in every direction, and the smoothed field is read at a point.

The smoothed event density is $s(\mathbf r)=\sum_i G_\sigma(\mathbf r-\mathbf r_i)$. If each event supplies a fixed number $y$ of molecules to a film of thickness $L$, the depth-averaged concentration is $c=ys/L$.

**Theorem.** Under these assumptions, with $A=4\pi\sigma^2$,
$$\langle s\rangle=n,\qquad \mathrm{Var}(s)=\frac{n}{A},\qquad \mathrm{Var}(c)=\frac{y^2n}{4\pi\sigma^2L^2},$$
and the relative variance of either quantity is $1/(nA)$.

At fixed $n$, $y$ and $L$, the variance is therefore inversely proportional to $A$.

## Three lemmas

**Lemma 1 (white noise).** The unsmoothed density $\rho$ has covariance $n\,\delta(\mathbf r-\mathbf r')$.

*Proof.* Divide the plane into cells of area $a$, with count $N_j$ in cell $j$. The density there is $\rho_j=N_j/a$. A Poisson count has variance equal to its mean, $na$, and different cells are independent, so
$$\mathrm{Cov}(\rho_j,\rho_l)=\frac{na\,\delta_{jl}}{a^2}=\frac{n\,\delta_{jl}}{a}.$$
For any smooth function $f$, $\sum_l a\,(\delta_{jl}/a)f_l=f_j$. Thus $\delta_{jl}/a$ acts as the two-dimensional delta function when $a\to0$. ∎

**Lemma 2 (linear filter).** For a separation $\mathbf d$,
$$\langle s\rangle=n\int G_\sigma\,d^2r,\qquad \mathrm{Cov}[s(\mathbf r),s(\mathbf r+\mathbf d)]=n\int G_\sigma(\mathbf u)\,G_\sigma(\mathbf u+\mathbf d)\,d^2u .$$

*Proof.* For small cells, $s(\mathbf r)=\sum_jG_\sigma(\mathbf r-\mathbf r_j)N_j$. Its mean is $\sum_jG_\sigma(\mathbf r-\mathbf r_j)\,na$, which becomes the first integral. In the covariance, independence removes all terms with different cells and leaves
$$\sum_jG_\sigma(\mathbf r-\mathbf r_j)\,G_\sigma(\mathbf r+\mathbf d-\mathbf r_j)\,na .$$
Setting $\mathbf u=\mathbf r-\mathbf r_j$ in the limit gives the second integral. ∎

**Lemma 3 (Gaussian overlap).**
$$\int G_\sigma(\mathbf u)\,G_\sigma(\mathbf u+\mathbf d)\,d^2u=\frac{e^{-d^2/4\sigma^2}}{4\pi\sigma^2}.$$

*Proof.* Completing the square gives
$$u^2+|\mathbf u+\mathbf d|^2=2u^2+2\mathbf u\cdot\mathbf d+d^2=2\left|\mathbf u+\tfrac12\mathbf d\right|^2+\tfrac12d^2 .$$
Division by $2\sigma^2$ turns the last term into $d^2/4\sigma^2$. With $\mathbf v=\mathbf u+\mathbf d/2$, the integral is
$$\frac{e^{-d^2/4\sigma^2}}{4\pi^2\sigma^4}\int e^{-v^2/\sigma^2}d^2v
=\frac{e^{-d^2/4\sigma^2}}{4\pi^2\sigma^4}\,\pi\sigma^2,$$
which is the stated result. ∎

## Proof and meaning of the theorem

Normalization in Lemma 2 gives $\langle s\rangle=n$. Setting $d=0$ in Lemma 3 gives $\mathrm{Var}(s)=n/(4\pi\sigma^2)$. Since $c$ is $s$ times the constant $y/L$, its variance carries the factor $y^2/L^2$. Dividing by the squared mean, $n^2$ for $s$ or $(yn/L)^2$ for $c$, leaves $1/(nA)$. ∎

**Remark (Fourier view).** The transform of $G_\sigma$ is $e^{-k^2\sigma^2/2}$. White noise has the flat spectrum $n$, and a linear filter multiplies it by the squared transform. Hence
$$\mathrm{Var}(s)=n\int\frac{d^2k}{(2\pi)^2}e^{-k^2\sigma^2}
=\frac{n}{4\pi^2}\,\frac{\pi}{\sigma^2}=\frac{n}{4\pi\sigma^2}.$$
Smoothing lowers the variance by removing short-wavelength fluctuations.

**Remark (equivalent disc).** Counting events in a sharp disc of area $A$ and dividing by $A$ gives a density of variance $nA/A^2=n/A$. Equating $\pi R^2$ to $4\pi\sigma^2$ gives $R=2\sigma$. The disc reproduces the variance but not the spatial correlation: two discs share no events once their centres are $2R$ apart, whereas the Gaussian correlation $e^{-d^2/4\sigma^2}$ has no cutoff.

**Remark (few events).** The variance formula does not require $nA$ to be large. In simulations of random points with density 0.3 and widths 0.7, 1.0 and 1.5, in arbitrary length units, the ratios of simulated to predicted variance were 0.998, 1.006 and 0.996. The smallest width has $nA\approx1.8$.

**Remark (finite pixel).** Suppose the readout averages $s$ over a square of side $p$. The covariance factors into $x$ and $y$ parts, so the point variance is multiplied by $f^2$, where
$$f=\frac1{p^2}\int_0^p\!\!\int_0^p e^{-(x-x')^2/4\sigma^2}dx\,dx'
=\frac2{p^2}\int_0^p(p-t)e^{-t^2/4\sigma^2}dt .$$
The second form collects pairs with separation $t$. Put $t=2\sigma v$ and $q=p/2\sigma$:
$$f=\frac2{q^2}\int_0^q(q-v)e^{-v^2}dv
=\frac{\sqrt\pi\,q\,\mathrm{erf}(q)+e^{-q^2}-1}{q^2}.$$
For $q\ll1$, $f\simeq1-q^2/6$ and the theorem is recovered. For $q\gg1$, $f\simeq\sqrt\pi/q$, so the variance tends to
$$\frac{n}{4\pi\sigma^2}\,\frac{4\pi\sigma^2}{p^2}=\frac n{p^2}.$$
The pixel then sets the averaging area, and $\sigma$ no longer matters.

## Scatter is not smoothing

**Proposition 1.** Let each event produce $M$ molecules, with $M$ Poisson distributed with mean $y$. Let each molecule move independently by a Gaussian displacement of one-axis width $b$, and then be smoothed by $G_\sigma$. The smoothed molecular areal density $t$ has
$$\mathrm{Var}(t)=n\left[\frac{y}{4\pi\sigma^2}+\frac{y^2}{4\pi(\sigma^2+b^2)}\right].$$
If instead each event produces one molecule, the variance is $n/(4\pi\sigma^2)$, whatever $b$ is.

*Proof.* Let $X$ be the total contribution of one event at the observation point. For a cell with Poisson count $N$ of mean $na$, the variance of the sum of $N$ independent copies of $X$ is
$$\langle N\rangle\mathrm{Var}(X)+\mathrm{Var}(N)\langle X\rangle^2=na\langle X^2\rangle .$$
Summing over cells gives $n\int\langle X^2\rangle d^2r$. Squaring $X$ produces $M$ terms in which a molecule is paired with itself and $M(M-1)$ terms with two different molecules.

A self-pair contributes $\int\langle G_\sigma(\mathbf r-\mathbf u)^2\rangle d^2r$, where $\mathbf u$ is the displacement. Shifting the origin removes $\mathbf u$ and leaves $1/(4\pi\sigma^2)$. For two different molecules the displacements are averaged separately. Each average is the convolution of $G_\sigma$ with $G_b$. Its transform is $e^{-k^2(\sigma^2+b^2)/2}$, so it is a Gaussian of squared width $\sigma^2+b^2$, and the integral of its square is $1/[4\pi(\sigma^2+b^2)]$.

For the Poisson yield, $\langle M\rangle=y$ and
$$\langle M(M-1)\rangle=\sum_{m\ge2}\frac{e^{-y}y^m}{(m-2)!}=y^2 .$$
This gives the first result. If $M=1$, then $M(M-1)=0$ and the self-pair term alone remains. ∎

Moving independent points produces another equally random set of points. A simulation with one molecule per event, density 0.3 and $b=\sigma=1$ gave 0.995 times the variance $n/(4\pi\sigma^2)$. Adding $b^2$ to $\sigma^2$ would have predicted half that variance. With $y=2$, $b=0.6$, $\sigma=1$ and the same event density, the simulated variance was 0.986 times the clustered-yield formula.

## An image edge

**Proposition 2.** Let the mean event density be $n[1+m\cos(kx)]$, with $0<m\le1$. After smoothing,
$$\langle s\rangle=n\left[1+m e^{-k^2\sigma^2/2}\cos(kx)\right],$$
$$\mathrm{Var}(s)=\frac nA\left[1+m e^{-k^2\sigma^2/4}\cos(kx)\right].$$
For a threshold at $s=n$, the small-noise standard deviation of the edge position at one point along the line is
$$\Delta x=\frac{e^{k^2\sigma^2/2}}{mk\sqrt{nA}} .$$
At fixed $n$, $m$ and $k$ it is smallest at $\sigma=1/k$.

*Proof.* The cell argument still holds with a local mean density. The mean is that density convolved with $G_\sigma$, which multiplies the cosine by $e^{-k^2\sigma^2/2}$. The variance is the density convolved with
$$G_\sigma^2=\frac{e^{-r^2/\sigma^2}}{4\pi^2\sigma^4}=\frac1A\,G_{\sigma/\sqrt2},$$
and the transform of $G_{\sigma/\sqrt2}$ is $e^{-k^2\sigma^2/4}$.

At the mean edge $\cos(kx)=0$, so the variance is $n/A$. There $|\sin(kx)|=1$, and the slope of the mean has magnitude $nmk e^{-k^2\sigma^2/2}$. To first order, a fluctuation $\delta s$ moves the crossing by $|\delta s|$ divided by this slope. Replacing $|\delta s|$ by its standard deviation $\sqrt{n/A}$ gives $\Delta x$.

Since $\sqrt A\propto\sigma$, $\ln\Delta x=-\ln\sigma+k^2\sigma^2/2+\text{constant}$. Its derivative, $-1/\sigma+k^2\sigma$, vanishes at $\sigma=1/k$. The second derivative, $1/\sigma^2+k^2$, is positive, so this is a minimum. ∎

A narrower kernel admits more noise, while a wider one loses too much slope. Scatter of one molecule per event has no such benefit. It multiplies the slope by $e^{-k^2b^2/2}$ and leaves the edge variance at $n/A$, so it raises $\Delta x$ by $e^{k^2b^2/2}$.

## Worked example: a resist exposed at 13.5 nm

Take a local dose of 15 mJ/cm², a 40 nm film, an absorption coefficient of 5 per µm, two acid molecules per absorbed photon and $\sigma=5$ nm. Here $\sigma$ stands for a blur that truly spreads each contribution, such as a readout spot. If the 5 nm were the diffusion of separate acid molecules, it could not be used as $\sigma$. Proposition 1 would describe the acid positions at the end of the bake. It would not describe the reaction that the acids drive along their paths, which is treated below. Light reflected at the lower surface is ignored.

The dose is $1.5\times10^{-16}$ J/nm². Division by the photon energy, 91.84 eV, gives 10.19 incident photons per nm². The absorbed fraction is $1-e^{-0.005\times40}=0.1813$, so
$$n=10.194\times0.1813=1.848\ \text{nm}^{-2}.$$
Independent absorption with probability $P$ preserves the equality of mean and variance: a Poisson incident count $N$ gives the absorbed variance $P(1-P)\langle N\rangle+P^2\langle N\rangle=P\langle N\rangle$.

The averaging area is $A=4\pi(5)^2=314.2$ nm², equivalent to a disc of radius 10 nm. It contains $nA=580.5$ absorbed photons on average, and the relative standard deviation is $1/\sqrt{580.5}=4.15\%$. The mean acid concentration is
$$\langle c\rangle=\frac{2\times1.848}{40}=0.0924\ \text{nm}^{-3}=9.24\times10^{19}\ \text{cm}^{-3},$$
with standard deviation $0.0415\times0.0924=0.00383$ nm⁻³, or $3.83\times10^{18}$ cm⁻³. At the same dose and film properties, $\sigma=2.5$ nm gives 8.30% and $\sigma=10$ nm gives 2.08%. Doubling the width quarters the variance and halves the standard deviation.

For an image of pitch 32 nm and modulation $m=0.8$, $k=2\pi/32=0.1963$ nm⁻¹. Smoothing multiplies the modulation of the mean by 0.6176. Therefore
$$\Delta x=\frac{0.0415}{0.80\times0.19635\times0.6176}=0.43\ \text{nm}.$$
A simulation of 4000 random photon patterns gave 0.42 nm, 2% below the formula. For nearly Gaussian edge positions, the sampling error of that standard deviation is about 1%. The width that minimizes the jitter is 5.1 nm, close to the chosen 5 nm. This is the jitter of one edge point, not the roughness of a line after averaging along its length.

## What the example leaves out

Each correction below is measured against the basic model with the other settings held fixed. The corrections are not independent factors to be multiplied together.

**Yield and electron scatter.** Dividing Proposition 1 by the fixed-yield variance $y^2n/A$ gives $1/y+\sigma^2/(\sigma^2+b^2)$. With $b=3$ nm this is $0.5+25/34=1.24$. The relative standard deviation rises from 4.15% to 4.6%.

**Diffusion during the reaction.** Acid acts throughout the bake, not just at its final position. Suppose that the blur came from diffusion and that each acid could be replaced by its average distribution. Let $\sigma$ be the final diffusion width. At a fraction $h$ of the bake the squared width is $h\sigma^2$, and the time-averaged kernel is $H=\int_0^1G_{\sigma\sqrt h}\,dh$. The overlap of two centred Gaussians is their convolution at the origin, $1/[2\pi\sigma^2(h+h')]$. Hence
$$\int H^2d^2r=\frac1{2\pi\sigma^2}\int_0^1\!\!\int_0^1\frac{dh\,dh'}{h+h'} .$$
The double integral is $\int_0^1[\ln(1+h)-\ln h]\,dh=(2\ln2-1)+1=2\ln2$. Thus
$$\int H^2d^2r=\frac{\ln2}{\pi\sigma^2}=\frac{4\ln2}{A}.$$
The variance of the time-averaged acid exposure is 2.77 times the basic value, and its relative standard deviation is 6.9%. The kernel $H$ is an average over possible acid paths. It leaves out the randomness of individual paths, which cannot lower the variance for independent acids and may raise it greatly. On one path, the positions at fractions $h$ and $h'$ differ by a Gaussian displacement of squared width $\sigma^2|h-h'|$. The mean squared kernel then contains $\int_0^1\!\int_0^1 dh\,dh'/|h-h'|$, which diverges. A finite reaction range is therefore needed before the exposure noise at a point is defined, and the 6.9% describes only the averaged kernel. With a Gaussian reaction range $a$, the overlap of the two positions, averaged over the displacement, is $1/[2\pi(2a^2+\sigma^2|h-h'|)]$. For one acid per event the variance is then
$$\frac n\pi\int_0^1\frac{(1-\tau)\,d\tau}{2a^2+\sigma^2\tau}=\frac n\pi\left[\frac{2a^2+\sigma^2}{\sigma^4}\ln\left(1+\frac{\sigma^2}{2a^2}\right)-\frac1{\sigma^2}\right],$$
which grows only logarithmically as $a\to0$. Without diffusion it is $n/(4\pi a^2)$, and for $a=1$ nm and $\sigma=5$ nm it is 0.29 times that value. An acid that reacts along its path therefore does average the noise, unlike the single displacement of Proposition 1, though less than its averaged kernel suggests.

**Depth.** The theorem averages through the whole film. Of the two factors $1/L$ in $\mathrm{Var}(c)$, one belongs to the volume density of events, $n/L$, and stays. The other is the integral of the squared depth kernel, which is $1/L$ for a uniform average. If smoothing in depth is also Gaussian with width $\sigma$, this second factor is replaced, away from the surfaces, by
$$\int\left[\frac{e^{-z^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\right]^2dz=\frac{\sqrt\pi\,\sigma}{2\pi\sigma^2}=\frac1{2\sqrt\pi\,\sigma}.$$
The local variance is larger by $L/(2\sqrt\pi\sigma)=2.26$, taking the event density as uniform in depth. This holds within a few per cent only more than about $2\sigma$ from both surfaces, here the middle half of the film. At a surface only half of the kernel lies in the film, and the relative variance doubles. In fact absorption is 10% above its depth mean at the top and 10% below it at the bottom.

**Finite acid generator.** For a generator density of 0.40 nm⁻³, the linear model requires $h_0=0.0924/0.40=0.231$ hits per generator molecule. If hits are independent and each molecule converts once, the converted fraction is $1-e^{-h_0}$. The mean acid is then 10.7% below the linear value. The accompanying change in noise is not calculated here.

**Image and readout.** The ratio of variance to mean, in units of $1/A$, is 1.09 at the bright centre and 0.73 at the dark centre, so the uniform-field law should not be applied there with the local smoothed mean. Averaging over a 2 nm square pixel lowers the point variance at uniform dose by 1.3%.

**Comparison with real resists.** The inputs are rough typical values for a chemically amplified resist used in extreme-ultraviolet lithography, where doses of tens of mJ/cm², films of tens of nanometres and blurs of several nanometres are usual. The 15 mJ/cm² is a local dose and lies towards the low end. The generator density is a high loading, roughly 23 to 31% by weight for common sulfonium generators in a film of density 1.2 g/cm³, and a lower loading increases the depletion shortfall. Acid yield, generator density and blur vary between materials and are less certain than the photon energy. Of the corrections calculated here for the interior of the film, the largest concerns the use of a single final Gaussian for the whole bake: replacing it by $H$ changes 4.15% to 6.9%. Neither figure is a measured noise level, and neither includes the randomness of individual acid paths. A calculation for a particular resist should put in $\sigma$ the widths that truly spread a contribution, and treat the random motion of particles separately: by Proposition 1 for particles that act only at their final position, and along the path with a finite reaction range for a catalyst such as the acid. The remaining values are in the numerical output.

## Computed values

```
wavelength: 13.5 nm
local dose: 15.0 mJ/cm2
film thickness: 40.0 nm
absorption coefficient: 5.0 per um
acids per absorbed photon: 2.0
smoothing width sigma: 5.0 nm
photon energy: 91.84 eV
incident photons: 10.194 per nm2
absorbed fraction: 0.1813
absorbed photons n: 1.8479 per nm2
averaging area A: 314.16 nm2
equivalent disc radius: 10.0 nm
effective photon number nA: 580.5
relative standard deviation: 4.150 %
mean acid concentration: 0.09239 per nm3
mean acid concentration: 9.239e+19 per cm3
acid standard deviation: 0.00383 per nm3
acid standard deviation: 3.835e+18 per cm3
acid variance: 1.4705e-05 per nm6
sigma 2.5 nm: nA 145.1, relative std 8.301 %
sigma 5.0 nm: nA 580.5, relative std 4.150 %
sigma 10.0 nm: nA 2322.1, relative std 2.075 %
simulation/law, width 0.7 (arb. unit): 0.9978
simulation/law, width 1.0 (arb. unit): 1.0060
simulation/law, width 1.5 (arb. unit): 0.9959
simulation/law with scatter equal to sigma: 0.9946
clustered simulation/law: 0.9857
image pitch: 32.0 nm
image modulation m: 0.80
image wave number k: 0.19635 per nm
mean modulation factor: 0.6176
variance modulation factor: 0.7859
edge jitter, formula: 0.4278 nm
edge jitter, simulation: 0.4194 nm
jitter-minimizing sigma: 5.0930 nm
electron scatter width: 3.0 nm
variance ratio, random yield and scatter: 1.2353
variance ratio, time-averaged kernel: 2.7726
variance ratio, local 3D smoothing: 2.2568
top absorption / depth mean: 1.1033
bottom absorption / depth mean: 0.9033
acid generator density: 0.40 per nm3
mean hits per generator: 0.2310
acid shortfall from depletion: 10.71 %
bright centre, variance*A/mean: 1.0901
dark centre, variance*A/mean: 0.7339
metrology pixel side: 2.0 nm
variance ratio, pixel average: 0.9868
```
